**Rate constants from intensity-modulated photocurrent spectra**

The program tests the response H = (K_t + iωg)/[(K_t + K_r + iω)(1 + iωτ)] of a photoanode with competing hole transfer and recombination. Here g = C_H/(C_s + C_H) is the capacitance ratio, τ is the cell time constant, and K_t = k_t(1 + βλ) and K_r = k_r(1 + λ) are differential rates. The feedback number λ is the voltage of the steady surface charge divided by the thermal voltage, and β measures how transfer responds to the Helmholtz voltage. The program integrates the nonlinear circuit in time at three frequencies and asserts agreement with its linear response, which then serves as the reference for the formula. Further assertions cover the semicircle, its sign condition, the real-axis crossing, the peak shift, the depletion capacitance and the recovery of the constants. For inputs k_t = 5 and k_r = 20 per second at 10 µA/cm², the direct reading gives 7.48 and 33.0 per second, and the corrected one 4.96 and 19.8. The remaining 0.8% error comes from series resistance acting within the charge feedback. The output also sizes bias-dependent hole collection, uneven recombination, tunnelling, degeneracy and hole transit.

## Numerical verification

```python
"""
Intensity-modulated photocurrent of an n-type photoanode.
Result under test (time factor exp(i w t), anodic current positive):
    H = dj/dJ = (Kt + i w g) / ((Kt + Kr + i w)(1 + i w tau))
J   hole current density reaching the surface, j external current density
kt  transfer rate constant, kr recombination rate constant (operating point)
Cs, CH  space-charge and Helmholtz capacitance, C = Cs + CH, g = CH/C
tau = R Cs CH / C with series resistance R
Q0  steady surface hole charge, lam = Q0/(C VT), VT thermal voltage
Kt = kt (1 + beta lam), Kr = kr (1 + lam): differential rate constants
The reference side is the nonlinear circuit itself, integrated in time or
differentiated numerically; areas are in cm^2, electrical units are SI.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

# ---------- inputs: rough values in the regime of a hematite photoanode
temperature = 298.15
VT = sc.k * temperature / sc.e
eps_r, donors_cm3, bending = 32.0, 1e19, 0.5
base = dict(kt=5.0, kr=20.0, beta=0.5, J0=10e-6, CH=20e-6, R=20.0,
            VT=VT, collect=0.0)
penetration_nm, hole_mobility, mass = 100.0, 0.01, 1.0

# ---------- depletion capacitance: atomic units against Poisson charge in SI
bohr = sc.physical_constants["Bohr radius"][0]
hartree = sc.physical_constants["Hartree energy in eV"][0]
N_au = donors_cm3 * 1e6 * bohr**3


def width_au(volts):
    return np.sqrt(eps_r * (volts - VT) / hartree / (2 * np.pi * N_au))


W_au = width_au(bending)
W_nm = W_au * bohr * 1e9
Cs = eps_r / (4 * np.pi * W_au) * (4 * np.pi * sc.epsilon_0 / bohr) * 1e-4


def depletion_charge(volts):
    area = quad(lambda v: 1 - np.exp(-v / VT), 0, volts, epsabs=1e-13)[0]
    return np.sqrt(2 * eps_r * sc.epsilon_0 * sc.e * donors_cm3 * 1e6 * area)


Cs_numeric = (depletion_charge(bending + 1e-4)
              - depletion_charge(bending - 1e-4)) / 2e-4 * 1e-4
assert abs(Cs / Cs_numeric - 1) < 1e-5
field = depletion_charge(bending) / (eps_r * sc.epsilon_0) * 1e-8
base["Cs"] = Cs


# ---------- nonlinear circuit: deviations of the two voltages from steady state
def circuit(vs, vh, light, p):
    Q0 = p["J0"] / (p["kt"] + p["kr"])
    Q = Q0 + p["CH"] * vh - p["Cs"] * vs
    recombination = p["kr"] * np.exp(-vs / p["VT"]) * Q
    transfer = p["kt"] * np.exp(p["beta"] * vh / p["VT"]) * Q
    current = p["kt"] * Q0 - (vs + vh) / p["R"]
    holes = light * (1 + p["collect"] * vs)
    return np.array([(current - holes + recombination) / p["Cs"],
                     (current - transfer) / p["CH"]])


def response_solver(p):
    """Linear response from complex-step derivatives of the circuit."""
    h = 1e-30
    A = np.column_stack([circuit(1j * h, 0, p["J0"], p).imag / h,
                         circuit(0, 1j * h, p["J0"], p).imag / h])
    b = circuit(0, 0, p["J0"] + 1j * h, p).imag / h

    def H(w):
        v = np.linalg.solve(1j * w * np.eye(2) - A, b)
        return -(v[0] + v[1]) / p["R"]
    return H


def lock_in(w, p, depth=0.01):
    """Time integration under modulated light, then first harmonic of j."""
    period = 2 * np.pi / w
    start = np.ceil(0.5 / period) * period
    times = start + np.arange(600) * period / 200

    def rhs(t, v):
        return circuit(v[0], v[1], p["J0"] * (1 + depth * np.cos(w * t)), p)
    sol = solve_ivp(rhs, (0, times[-1]), [0.0, 0.0], method="LSODA",
                    t_eval=times, rtol=1e-9, atol=1e-13)
    assert sol.success
    current = -(sol.y[0] + sol.y[1]) / p["R"]
    return 2 * np.mean(current * np.exp(-1j * w * times)) / (depth * p["J0"])


# ---------- derived formulas
def derived(p):
    C = p["Cs"] + p["CH"]
    lam = p["J0"] / (p["kt"] + p["kr"]) / (C * p["VT"])
    Kt, Kr = p["kt"] * (1 + p["beta"] * lam), p["kr"] * (1 + lam)
    return Kt, Kr, p["CH"] / C, p["R"] * p["Cs"] * p["CH"] / C, lam


def H_formula(w, p):
    Kt, Kr, g, tau, _ = derived(p)
    return (Kt + 1j * w * g) / ((Kt + Kr + 1j * w) * (1 + 1j * w * tau))


def read_spectrum(p):
    """Peak, crossing and intercepts read off the circuit's own spectrum."""
    H = response_solver(p)
    best = minimize_scalar(lambda u: -H(np.exp(u)).imag, method="bounded",
                           bounds=(np.log(1.0), np.log(1500.0)),
                           options=dict(xatol=1e-10))
    wp = np.exp(best.x)
    wc = brentq(lambda w: H(w).imag, wp, 1e7, xtol=1e-9)
    return wp, wc, H(0.0).real, H(wc).real, H(wp).imag


def recover(p, reading):
    """Rate constants from peak, intercept ratio, capacitances, dc yield."""
    wp, _, low, high, _ = reading
    C = p["Cs"] + p["CH"]
    g, tau = p["CH"] / C, p["R"] * p["Cs"] * p["CH"] / C
    K = wp
    for _ in range(30):
        a = low / high * g / (1 + K * tau)
        K = wp / (1 - 2 * g * K * tau / (g - a))
    Kt, Kr = a * K, (1 - a) * K
    y = p["kt"] / (p["kt"] + p["kr"])   # measured as dc photocurrent / J0
    m = p["J0"] / (C * p["VT"])
    kr = Kr - (1 - y) * m
    kt = kr * y / (1 - y)
    return Kt, Kr, kt, kr, (Kt - kt) / (y * m)


Kt, Kr, g, tau, lam = derived(base)
K = Kt + Kr
H_full = response_solver(base)

# time-domain lock-in against the linear response of the same circuit
lock_error = max(abs(lock_in(w, base) - H_full(w)) for w in (0.4*K, K, 20*K))
assert lock_error < 1e-3

# no charge feedback: the formula must hold at any series resistance
free = dict(base, VT=1e9)
H_free = response_solver(free)
grid = np.geomspace(0.5, 1e5, 60)
assert max(abs(H_free(w) - H_formula(w, free)) for w in grid) < 1e-8
Kt0, Kr0, _, _, _ = derived(free)
K0 = Kt0 + Kr0
wp0, wc0, low0, high0, _ = read_spectrum(free)
assert abs(high0 * (1 + K0 * tau) / g - 1) < 1e-7
wc_formula = np.sqrt((g * K0 - Kt0 - tau * Kt0 * K0) / (g * tau))
assert abs(wc0 / wc_formula - 1) < 1e-6
shift_formula = -2 * g * K0 * tau / (g - Kt0 / K0)
assert abs((wp0 / K0 - 1) / shift_formula - 1) < 0.03  # second order in K tau

# charge feedback: formula holds as R -> 0, with an error linear in R
small = dict(base, R=base["R"] / 1000)


def worst(p):
    H = response_solver(p)
    return max(abs(H(w) - H_formula(w, p)) for w in grid)


error_R, error_R10, error_small = (worst(base),
                                   worst(dict(base, R=2.0)), worst(small))
assert error_small < 1e-4
assert 8 < error_R / error_R10 < 12
coupling = base["kr"] * lam * base["R"] * base["CH"]
assert error_R < 3 * coupling

# semicircle: all points at equal distance from the middle of the chord
H_small = response_solver(small)
a = Kt / K
for w in np.geomspace(0.1 * K, 10 * K, 9):
    assert abs(abs(H_small(w) - (a + g) / 2) - (g - a) / 2) < 1e-3

# half-plane of the semicircle on both sides of its sign condition
for kr_trial in (0.2, 2.0):
    trial = dict(small, kr=kr_trial)
    Kt1, Kr1, _, _, _ = derived(trial)
    above = Kr1 > Kt1 * Cs / base["CH"]
    assert (response_solver(trial)(Kt1 + Kr1).imag > 0) == above
    assert above == (kr_trial == 2.0)

# recovery of all constants, tight for small R, within coupling for full R
kt_s, kr_s, beta_s = recover(small, read_spectrum(small))[2:]
assert abs(kt_s / 5 - 1) < 2e-3 and abs(kr_s / 20 - 1) < 2e-3
assert abs(beta_s - 0.5) < 5e-3
reading = read_spectrum(base)
wp, wc, low, high, height = reading
Kt_r, Kr_r, kt_r, kr_r, beta_r = recover(base, reading)
assert abs(kt_r / 5 - 1) < 0.05 and abs(kr_r / 20 - 1) < 0.05
assert abs(beta_r - 0.5) < 0.1

# ---------- neglected effect: hole collection follows the depletion width


def collected(volts):
    return 1 - np.exp(-width_au(volts) * bohr * 1e9 / penetration_nm)


slope = (collected(bending + 1e-4) - collected(bending - 1e-4)) / 2e-4
slope /= collected(bending)
extra_rate = base["J0"] * slope / (Cs + base["CH"])
wp_plain = read_spectrum(small)[0]
wp_collect = read_spectrum(dict(small, collect=slope))[0]
assert abs((wp_collect - wp_plain) / extra_rate - 1) < 0.02

# ---------- neglected effect: log-normal spread of recombination rates
spread = 0.7
nodes, weights = np.polynomial.hermite_e.hermegauss(40)
weights = weights / weights.sum()
Kr_patches = Kr * np.exp(spread * nodes)


def H_spread(w):
    return np.sum(weights * (Kt + 1j*w*g) / (Kt + Kr_patches + 1j*w))


top = minimize_scalar(lambda u: -H_spread(np.exp(u)).imag, method="bounded",
                      bounds=(np.log(K / 10), np.log(K * 10)))
flatness = -top.fun / ((g - H_spread(0).real) / 2)
spread_peak = np.exp(top.x) / K
assert flatness < 1

# ---------- neglected effect: electrons tunnelling through the barrier
x_gauss, w_gauss = np.polynomial.legendre.leggauss(60)


def log_arrival(volts, m_eff):
    V, kT = volts / hartree, VT / hartree
    W = np.sqrt(eps_r * V / (2 * np.pi * N_au))
    E = np.linspace(0, V, 4001)
    turn = W * (1 - np.sqrt(E / V))
    x = turn[:, None] * (x_gauss + 1) / 2
    excess = np.clip(V * (1 - x / W)**2 - E[:, None], 0, None)
    action = turn * (np.sqrt(2 * m_eff * excess) @ w_gauss)
    f = np.exp(-E / kT - action)
    below = np.sum((f[1:] + f[:-1]) / 2) * (E[1] - E[0])
    return np.log(below + kT * np.exp(-V / kT))


def slope_voltage(m_eff):
    d = 1e-3
    return -2*d / (log_arrival(bending+d, m_eff) - log_arrival(bending-d, m_eff))


assert abs(slope_voltage(1e6) / VT - 1) < 0.01  # heavy electrons: no tunnelling
tunnel_voltage = slope_voltage(mass)

# ---------- neglected effects: near-degeneracy and hole transit
Nc = 2 * (mass * sc.m_e * sc.k * temperature
          / (2 * np.pi * sc.hbar**2))**1.5 * 1e-6
fermi_shift = VT * donors_cm3 / Nc / np.sqrt(8)


def electrons_over_Nc(eta):
    f = quad(lambda q: 2 * q * q / (1 + np.exp(q * q - eta)), 0, 8)[0]
    return 2 / np.sqrt(np.pi) * f


eta_exact = brentq(lambda e: electrons_over_Nc(e) - donors_cm3 / Nc, -8, 4)
shift_exact = VT * (eta_exact - np.log(donors_cm3 / Nc))
assert abs(fermi_shift / shift_exact - 1) < 0.05
transit = (W_nm * 1e-7)**2 / (hole_mobility * bending)


# ---------- printed numbers
def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("temperature", temperature, "K", 5)
show("thermal voltage VT", VT * 1e3, "mV")
show("relative permittivity", eps_r)
show("donor density", donors_cm3, "cm^-3")
show("band bending", bending, "V")
show("depletion width W", W_nm, "nm")
show("space-charge capacitance Cs", Cs * 1e6, "uF/cm2")
show("Helmholtz capacitance CH", base["CH"] * 1e6, "uF/cm2")
show("series resistance R", base["R"], "ohm cm2")
show("steady hole current J0", base["J0"] * 1e6, "uA/cm2")
show("input kt", base["kt"], "1/s")
show("input kr", base["kr"], "1/s")
show("input beta", base["beta"])
show("steady yield y", base["kt"] / (base["kt"] + base["kr"]))
show("surface hole charge Q0", base["J0"] / 25 * 1e6, "uC/cm2")
show("feedback number lambda", lam)
show("feedback rate m", base["J0"] / ((Cs + base["CH"]) * VT), "1/s")
show("capacitance ratio g", g)
show("cell time constant tau", tau * 1e6, "us")
show("formula Kt", Kt, "1/s")
show("formula Kr", Kr, "1/s")
show("spectrum: low-frequency intercept", low)
show("spectrum: crossing intercept", high)
show("spectrum: peak height", height)
show("spectrum: peak angular frequency", wp, "rad/s")
show("spectrum: peak frequency", wp / (2 * np.pi), "Hz")
show("spectrum: crossing frequency", wc / (2 * np.pi), "Hz")
show("usual reading of kt", wp * low / high, "1/s")
show("usual reading of kr", wp * (1 - low / high), "1/s")
show("recovered Kt", Kt_r, "1/s")
show("recovered Kr", Kr_r, "1/s")
show("recovered kt", kt_r, "1/s")
show("recovered kr", kr_r, "1/s")
show("recovered beta", beta_r, "", 3)
for J_micro in (0.1, 1.0, 100.0):
    p = dict(base, J0=J_micro * 1e-6)
    r = read_spectrum(p)
    ratio = r[2] / r[3]
    print(f"usual reading at J0 = {J_micro:g} uA/cm2: "
          f"kt {r[0]*ratio:.3g}, kr {r[0]*(1-ratio):.3g} 1/s")
show("lock-in minus linear response, largest", lock_error, "", 2)
show("series-resistance coupling kr lambda R CH", coupling, "", 2)
show("formula error in H at full R, largest", error_R, "", 2)
show("formula error in H at R/1000, largest", error_small, "", 2)
show("light penetration depth", penetration_nm, "nm")
show("extra rate from bias-dependent collection", extra_rate, "1/s", 3)
show("log-normal width of Kr spread", spread)
show("spread: peak height over half chord", flatness, "", 3)
show("spread: peak frequency over K", spread_peak, "", 3)
show("electron mass assumed", mass, "m_e")
show("slope voltage with tunnelling", tunnel_voltage * 1e3, "mV", 3)
show("donor density over Nc", donors_cm3 / Nc, "", 2)
show("Fermi-level shift by degeneracy", shift_exact * 1e3, "mV", 2)
show("hole mobility assumed", hole_mobility, "cm2/Vs")
show("hole transit time", transit * 1e9, "ns", 2)
show("surface field", field, "MV/cm", 3)
print("all tests passed")
```

It prints:

```
temperature: 298.15 K
thermal voltage VT: 25.69 mV
relative permittivity: 32
donor density: 1e+19 cm^-3
band bending: 0.5 V
depletion width W: 12.95 nm
space-charge capacitance Cs: 2.188 uF/cm2
Helmholtz capacitance CH: 20 uF/cm2
series resistance R: 20 ohm cm2
steady hole current J0: 10 uA/cm2
input kt: 5 1/s
input kr: 20 1/s
input beta: 0.5
steady yield y: 0.2
surface hole charge Q0: 0.4 uC/cm2
feedback number lambda: 0.7017
feedback rate m: 17.54 1/s
capacitance ratio g: 0.9014
cell time constant tau: 39.44 us
formula Kt: 6.754 1/s
formula Kr: 34.03 1/s
spectrum: low-frequency intercept: 0.1654
spectrum: crossing intercept: 0.8954
spectrum: peak height: 0.3649
spectrum: peak angular frequency: 40.46 rad/s
spectrum: peak frequency: 6.44 Hz
spectrum: crossing frequency: 146.2 Hz
usual reading of kt: 7.476 1/s
usual reading of kr: 32.99 1/s
recovered Kt: 6.754 1/s
recovered Kr: 33.87 1/s
recovered kt: 4.959 1/s
recovered kr: 19.84 1/s
recovered beta: 0.512
usual reading at J0 = 0.1 uA/cm2: kt 5.56, kr 19.5 1/s
usual reading at J0 = 1 uA/cm2: kt 5.73, kr 20.8 1/s
usual reading at J0 = 100 uA/cm2: kt 24.8, kr 148 1/s
lock-in minus linear response, largest: 2.1e-06
series-resistance coupling kr lambda R CH: 0.0056
formula error in H at full R, largest: 0.0045
formula error in H at R/1000, largest: 4.6e-06
light penetration depth: 100 nm
extra rate from bias-dependent collection: 0.445 1/s
log-normal width of Kr spread: 0.7
spread: peak height over half chord: 0.882
spread: peak frequency over K: 1.09
electron mass assumed: 1 m_e
slope voltage with tunnelling: 27.8 mV
donor density over Nc: 0.4
Fermi-level shift by degeneracy: 3.6 mV
hole mobility assumed: 0.01 cm2/Vs
hole transit time: 0.34 ns
surface field: 0.732 MV/cm
all tests passed
```
